# Infrared intensity ratio of two equivalent carbonyls and their angle

## Definitions and conventions

Two carbonyl ligands on one metal atom are equivalent if a symmetry operation of the molecule exchanges them. Their unit vectors $\mathbf e_1$ and $\mathbf e_2$ point outward from the metal along the C–O axes and make the angle $\theta$. The bond extensions are $r_1$ and $r_2$. Each CO oscillator has reduced mass $m=m_Cm_O/(m_C+m_O)$ and force constant $k$, and a term $k_i r_1r_2$ in the energy couples the two.

Stretching bond 1 changes the molecular dipole by $p'r_1\mathbf e_1$, and likewise for bond 2. This contains two assumptions: the dipole is linear in the extensions, and each derivative vector lies along its own bond. The first model also lets the CO stretches mix with each other but with no other vibration. These restrictions are examined below.

"Intensity" means band area, the integral of the molar absorption coefficient over wavenumber $\tilde\nu$, with natural logarithms. The sample is dilute and isotropic, and any correction for the field inside the solvent is taken to be equal for both bands, so that it cancels in their ratio. Equations are in Gaussian units. The claim is

$$\frac{I_{as}}{I_s}=\tan^2\frac{\theta}{2}.$$

## One carbonyl

Let light with field $E_0\boldsymbol\epsilon\cos\omega t$ fall on one oscillator of frequency $\omega_0$. The mass-weighted coordinate is $Q=\sqrt m\,r$, so the dipole derivative is $\partial\boldsymbol\mu/\partial Q=p'\mathbf e/\sqrt m$.

The perturbation is $-\boldsymbol\mu\cdot\boldsymbol\epsilon E_0\cos\omega t$. Half of the cosine drives absorption, so the golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\,\frac{E_0^2}{4}\,|\boldsymbol\epsilon\cdot\boldsymbol\mu_{10}|^2\,\frac{\delta(\omega-\omega_0)}{\hbar}.$$

The absorbed power is $\hbar\omega W$ and the incident flux is $cE_0^2/8\pi$. Their quotient is the cross-section

$$\sigma(\omega)=\frac{4\pi^2\omega}{\hbar c}\,|\boldsymbol\epsilon\cdot\boldsymbol\mu_{10}|^2\,\delta(\omega-\omega_0).$$

For a harmonic oscillator $Q=\sqrt{\hbar/2\omega_0}\,(a+a^\dagger)$, hence

$$\boldsymbol\mu_{10}=\sqrt{\frac{\hbar}{2\omega_0}}\,\frac{\partial\boldsymbol\mu}{\partial Q}.$$

In an isotropic sample no direction is preferred, so $\langle\epsilon_i\epsilon_j\rangle=\delta_{ij}/3$ and $\langle(\boldsymbol\epsilon\cdot\mathbf v)^2\rangle=v^2/3$ for any fixed vector $\mathbf v$. Integration over frequency gives

$$\int\sigma\,d\omega=\frac{4\pi^2\omega_0}{\hbar c}\cdot\frac13\cdot\frac{\hbar}{2\omega_0}\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2=\frac{2\pi^2}{3c}\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2.$$

The frequency has cancelled: the factor $\omega$ from the photon energy removes the $1/\omega$ from the zero-point amplitude. Since $d\omega=2\pi c\,d\tilde\nu$, the molar band area is

$$A=\frac{\pi N_A}{3c^2}\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2,\qquad A_1=\frac{\pi N_A}{3c^2}\frac{p'^2}{m}\ \text{ for one carbonyl.}$$

Temperature does not change this harmonic area. From level $n$, absorption is proportional to $n+1$ and stimulated emission to $n$, and the difference is 1 for every $n$.

## Two carbonyls at a right angle

The kinetic and potential energies are

$$T=\frac m2(\dot r_1^2+\dot r_2^2),\qquad V=\frac k2(r_1^2+r_2^2)+k_ir_1r_2.$$

Exchange symmetry requires modes that are even or odd under $r_1\leftrightarrow r_2$:

$$Q_\pm=\sqrt{\frac m2}\,(r_1\pm r_2),\qquad r_1=\frac{Q_++Q_-}{\sqrt{2m}},\qquad r_2=\frac{Q_+-Q_-}{\sqrt{2m}}.$$

Squaring and multiplying the last two expressions gives

$$r_1^2+r_2^2=\frac{Q_+^2+Q_-^2}{m},\qquad r_1r_2=\frac{Q_+^2-Q_-^2}{2m}.$$

The first relation, applied to velocities, turns $T$ into $(\dot Q_+^2+\dot Q_-^2)/2$. The potential becomes

$$V=\frac12\,\frac{k+k_i}{m}\,Q_+^2+\frac12\,\frac{k-k_i}{m}\,Q_-^2,\qquad \omega_\pm^2=\frac{k\pm k_i}{m}.$$

The symmetric band lies higher if $k_i>0$ and lower if $k_i<0$. If $k_i=0$ the bands coincide and an isotropic spectrum cannot separate their areas.

The vibrating part of the dipole is

$$p'(r_1\mathbf e_1+r_2\mathbf e_2)=\frac{p'}{\sqrt{2m}}\left[Q_+(\mathbf e_1+\mathbf e_2)+Q_-(\mathbf e_1-\mathbf e_2)\right].$$

At $\theta=90^\circ$ the sum and the difference of the unit vectors are the two diagonals of a square. Both have length $\sqrt2$, so each band has area $A_1$ and the ratio is 1, as $\tan^2 45^\circ$ requires.

## Any angle

For general $\theta$ the square becomes a rhombus with unequal diagonals:

$$|\mathbf e_1\pm\mathbf e_2|^2=1+1\pm2\,\mathbf e_1\cdot\mathbf e_2=2(1\pm\cos\theta).$$

The factor 2 cancels the $2m$ in the squared prefactor, leaving

$$\left|\frac{\partial\boldsymbol\mu}{\partial Q_\pm}\right|^2=\frac{p'^2}{m}(1\pm\cos\theta),\qquad A_\pm=A_1(1\pm\cos\theta).$$

With $1-\cos\theta=2\sin^2(\theta/2)$ and $1+\cos\theta=2\cos^2(\theta/2)$,

$$\frac{I_{as}}{I_s}=\frac{A_-}{A_+}=\frac{1-\cos\theta}{1+\cos\theta}=\tan^2\frac\theta2.$$

The symmetric mode is polarized along the bisector, where the components of the two bond dipoles add. The antisymmetric mode is polarized perpendicular to it, in the plane of the two axes. Opening the angle moves intensity from the first to the second, while the sum $A_++A_-=2A_1$ stays fixed.

At $\theta=180^\circ$ the in-phase dipoles cancel, the symmetric band vanishes and the ratio diverges. As $\theta\to0$ the antisymmetric band vanishes instead, although two real ligands cannot reach that limit.

Numerical diagonalization in the local coordinates at 40, 75, 90, 100, 125 and 160 degrees, with both signs of $k_i$, reproduced the ratio to a relative accuracy of $10^{-9}$. Changing the sign exchanged the order of the bands and left the ratio alone.

## A numerical case

Take $\theta=100^\circ$, $k=1600$ N/m, $k_i=40$ N/m and $p'=2.0\,e$, with $m=6.856$ u. The uncoupled wavenumber is 1990.2 cm$^{-1}$, and since $k_i/k=0.025$,

$$\tilde\nu_\pm=1990.2\sqrt{1\pm0.025}\ \text{cm}^{-1},$$

which puts the symmetric band at 2015 and the antisymmetric band at 1965 cm$^{-1}$.

In Gaussian units $p'=9.606\times10^{-10}$ esu, or 9.606 D/Å. The numerical output mislabels this quantity: its figure of about $9.606\times10^{10}$ is in debye per metre, not debye per ångström. The band areas do not use that line. With $m=1.1385\times10^{-23}$ g,

$$A_1=\frac{\pi N_A}{3c^2}\frac{p'^2}{m}=5.688\times10^7\ \text{cm/mol}=568.8\ \text{km/mol}.$$

As $\cos100^\circ=-0.17365$,

$$A_+=568.8\,(0.82635)=470\ \text{km/mol},\qquad A_-=568.8\,(1.17365)=668\ \text{km/mol}.$$

The ratio is 1.420, and $2\arctan\sqrt{1.420}$ returns $100^\circ$. A separate calculation drove two damped, coupled local oscillators with a field and integrated their absorption over frequency. It gave the same areas, 469.99 and 667.52 km/mol.

To see how an intensity error reaches the angle, write $R=I_{as}/I_s$ and differentiate $\ln R=2\ln\tan(\theta/2)$:

$$\frac{dR}{R}=\frac{d\theta}{\sin(\theta/2)\cos(\theta/2)}=\frac{2\,d\theta}{\sin\theta},\qquad d\theta=\frac{\sin\theta}{2}\frac{dR}{R}.$$

For a 10 percent error this linear rule gives 0.049 rad, or $2.8^\circ$. Direct inversion of a ratio raised by 10 percent gives $2.7^\circ$. Most of the difference comes from the curvature of the logarithm, since $\ln1.1=0.095$ rather than 0.1.

## Areas, dipole strengths and peak heights

The squared transition dipoles retain the factor $1/\omega$ that cancelled in the absorption. Their ratio is therefore

$$\frac{|\boldsymbol\mu_{as}|^2}{|\boldsymbol\mu_s|^2}=\tan^2\frac\theta2\,\frac{\omega_s}{\omega_{as}}=1.4203\times\frac{2014.9}{1965.1}=1.456.$$

Diagonalization of the quantum Hamiltonian gave 1.456 for the dipole strengths and 1.420 for the absorption.

Peak heights bring in the linewidths. A Lorentzian of full width $w$ has a height proportional to its area divided by $w$. With widths of 8 cm$^{-1}$ for the symmetric band and 12 cm$^{-1}$ for the antisymmetric band, isolated lines would have the height ratio $1.420\times8/12=0.947$.

The summed spectrum gives 0.940, and the overlap of the tails accounts for the difference. At a distance $\Delta$ much larger than $w$, a Lorentzian has fallen to about $(w/2\Delta)^2$ of its height. With $\Delta=49.8$ cm$^{-1}$ the antisymmetric tail adds 1.45 percent of its height under the symmetric peak, and the symmetric tail adds 0.65 percent of its height under the other:

$$\frac{0.9469+0.0065}{1+0.0145\times0.9469}=0.940.$$

Inserting this height ratio in the area formula would give $88^\circ$ instead of $100^\circ$. Heights may replace areas when the two bands have the same shape and width and negligible overlap.

## Beyond harmonic bonds

Now replace the quadratic energy by any potential $V(r_1,r_2)$ that is unchanged by exchange, and keep the linear dipole. Put $D_\pm=r_1\pm r_2$. With $x$ along the bisector and $y$ perpendicular to it in the plane, the vibrating dipole is

$$\mu_x=p'\cos\frac\theta2\,D_+,\qquad \mu_y=p'\sin\frac\theta2\,D_-.$$

The potential commutes with $D_\pm$, so only the kinetic energy contributes to

$$[H,D_\pm]=-\frac{i\hbar}{m}(p_1\pm p_2),$$

where $p_1$ and $p_2$ are the momenta conjugate to $r_1$ and $r_2$. Since $[r_1\pm r_2,\,p_1\pm p_2]=2i\hbar$,

$$[D_\pm,[H,D_\pm]]=\frac{2\hbar^2}{m}.$$

The ground-state average of the left side is $2\langle D_\pm HD_\pm\rangle-2E_0\langle D_\pm^2\rangle$. Inserting a complete set of states turns this into $2\sum_n(E_n-E_0)|\langle n|D_\pm|0\rangle|^2$. Therefore

$$\sum_n\omega_{n0}\,|\langle n|D_\pm|0\rangle|^2=\frac{\hbar}{m}$$

for both signs. The sums are proportional to absorption from the ground state, and exchange symmetry assigns each excited state to one polarization. The ratio of total absorptions, overtones and combinations included, is thus $\tan^2(\theta/2)$ for every such potential.

The fundamentals alone need not obey this rule, because anharmonicity can move intensity into other transitions. With local potentials expanded to fourth order from a Morse curve whose anharmonic constant is 13 cm$^{-1}$, the ratio of the fundamentals is 1.4206, against 1.4203 for the totals. In this model mechanical anharmonicity has a negligible effect on the angle. A dipole that is nonlinear in the extensions lies outside the argument.

## When one stretch moves charge in the other bond

Suppose that stretching one bond also changes the dipole along the other, and that both derivative vectors stay in the plane of the two axes, as they must when that plane is a mirror plane of the molecule. Exchange symmetry then requires

$$\frac{\partial\boldsymbol\mu}{\partial r_1}=a\mathbf e_1+b\mathbf e_2,\qquad \frac{\partial\boldsymbol\mu}{\partial r_2}=b\mathbf e_1+a\mathbf e_2.$$

Their sum is $(a+b)(\mathbf e_1+\mathbf e_2)$ and their difference is $(a-b)(\mathbf e_1-\mathbf e_2)$. With $\beta=b/a$,

$$\frac{I_{as}}{I_s}=\left(\frac{1-\beta}{1+\beta}\right)^2\tan^2\frac\theta2.$$

The polarizations are unchanged, but the simple formula now returns an apparent angle. For $\beta=0$ it returns the bond angle.

If the plane of the two axes is not a mirror plane, each derivative may also have a component $\gamma a$ along the normal to it. When a mirror exchanges the ligands, the two normal components have the same sign and add $4\gamma^2$ to the $2(1+\cos\theta)$ of the symmetric band. When a twofold axis exchanges them, the signs are opposite and $4\gamma^2$ is added to the $2(1-\cos\theta)$ of the antisymmetric band. With $\beta=0$, $\gamma=0.2$ and $\theta=100^\circ$ the apparent angle is $97.4^\circ$ in the first case and $101.9^\circ$ in the second.

To estimate $\beta$, place a point dipole at each CO midpoint, a distance $L$ from the metal, and give each bond an axial polarizability $\alpha$. The dipoles satisfy

$$p_1=p'r_1+\alpha g\,p_2,\qquad p_2=p'r_2+\alpha g\,p_1,$$

where $g\,p_2$ is the field of dipole 2 along axis 1. If $r_2=0$, then $p_2=\alpha g\,p_1$, so $\beta=\alpha g$.

Write $s=\sin(\theta/2)$. The midpoints are separated by $L(\mathbf e_1-\mathbf e_2)$, of length $2Ls$, and the unit vector along this line is $\mathbf n=(\mathbf e_1-\mathbf e_2)/2s$. Hence $\mathbf e_1\cdot\mathbf n=(1-\cos\theta)/2s=s$ and $\mathbf e_2\cdot\mathbf n=-s$. The dipole field gives

$$g=\frac{3(\mathbf e_1\cdot\mathbf n)(\mathbf e_2\cdot\mathbf n)-\mathbf e_1\cdot\mathbf e_2}{(2Ls)^3}=\frac{-3s^2-(1-2s^2)}{8L^3s^3}=-\frac{1+s^2}{8L^3s^3}.$$

For $\alpha=2.0$ Å$^3$, $L=2.425$ Å and $\theta=100^\circ$, $\beta=-0.062$. The ratio becomes

$$1.420\left(\frac{1.062}{0.938}\right)^2=1.82,$$

and the apparent angle is $107^\circ$. The negative sign means that each dipole induces an opposing one in its neighbour when the bonds stretch in phase, which weakens the symmetric band. When they stretch out of phase, each induced dipole adds to the direct dipole change of its bond, which strengthens the antisymmetric band.

The size is an estimate. The dipoles are only 3.7 Å apart, not far compared with the 1.15 Å bond, and the electrons of the metal, which could change $\beta$ in either direction, are left out.

## When the sites are not equivalent

Let the force constants be $k+d/2$ and $k-d/2$, with $k_i>0$, and keep the same $p'$ for both bonds. The upper mode has mass-weighted amplitudes $(\cos\varphi,\sin\varphi)$ and the lower one $(-\sin\varphi,\cos\varphi)$, where $\tan2\varphi=2k_i/d$. Then

$$|\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2|^2=1+\sin2\varphi\cos\theta,$$

and the lower mode has the opposite sign in front of $\sin2\varphi$. The ratio of the mainly out-of-phase band to the mainly in-phase band is

$$\frac{1-S\cos\theta}{1+S\cos\theta},\qquad S=\sin2\varphi=\frac{2k_i}{\sqrt{4k_i^2+d^2}}.$$

Equivalent sites have $S=1$. If $d\gg k_i$, then $S\to0$, each band belongs to one bond, and the ratio tends to 1 whatever the angle; if the two derivatives differ, it tends to the ratio of their squares instead.

A local difference of 10 cm$^{-1}$ corresponds to $d=2k(10/1990.2)=16$ N/m, because the wavenumber varies as $\sqrt k$. This gives $S=0.980$, a ratio of 1.410 and an apparent angle of $99.8^\circ$. The effect is small here for two reasons: the coupling exceeds the site difference, and $\cos\theta$ is small. Inequivalent sites may also differ in $p'$, and that matters more: with derivatives $1.05p'$ and $0.95p'$ and the same $d$, the apparent angle is $98.6^\circ$ if the stiffer bond has the larger derivative and $100.9^\circ$ if it has the smaller.

## Mixing with the metal–carbon stretches

The last restriction to lift is the isolation of the CO stretches. A planar OC–Mn–CO fragment was given the same CO constants, Mn–C force constants of 250 N/m, bending constants of $0.5\times10^{-18}$ J/rad$^2$, a Mn–C dipole derivative of $0.5\,e$ and a static CO dipole of $0.1\,e$Å. The manganese mass enters through the recoil of the metal. These are model parameters, not a computed electronic structure.

The bands move to 2067 and 2019 cm$^{-1}$. Most of the rise follows from the carbon pushing against the Mn–C bond. With the metal fixed, carbon takes the share $m_O/(m_C+m_O)=0.571$ of a CO extension, which adds about $250\times0.571^2=82$ N/m to the effective force constant. To first order this is $1990\times82/3200=51$ cm$^{-1}$. The calculated shifts are 52 and 54 cm$^{-1}$. This rise belongs to a force field with no Mn–C/CO interaction constant. A term $fRr$ coupling a Mn–C extension $R$ to the extension $r$ of its own CO adds about $-2(0.571)f$ to the effective constant, so $f\approx70$ N/m would cancel it.

The intensity ratio is 1.4145, 0.4 percent below $\tan^250^\circ$, and the apparent angle is $99.9^\circ$. The Mn–C stretch changes the dipole along the same axis as the CO stretch, so an equal admixture in both modes rescales both intensities by the same factor and cancels. A difference can come from metal recoil and from $k_i$, which make the admixtures unequal. With a metal mass of $10^9$ u and $k_i=0.1$ N/m, the ratio returned to 1.4203.

## Comparison with real dicarbonyls

The parameters are meant to resemble a cis-dicarbonyl complex. Terminal CO stretches lie roughly between 1850 and 2100 cm$^{-1}$, their splittings are often tens of cm$^{-1}$, and their areas are hundreds of km/mol per ligand. The chosen $100^\circ$ is somewhat wider than the roughly $90^\circ$ of a near-octahedral complex. Of the effects sized here with band areas, charge moving in the other bond shifts the angle most, by about $7^\circ$ in the point-dipole estimate. Thermal excitation of the CO stretches is slight: the Boltzmann factor of the antisymmetric level at 298 K is $7.6\times10^{-5}$. The skeletal modes are excited, however. With the bending constant used above, the C–Mn–C angle fluctuates by about $\sqrt{k_BT/k_\text{bend}}\approx5^\circ$, and since the areas are linear in $\cos\theta$, their ratio reports the thermally averaged cosine. For equivalent sites, an angle taken from measured areas is therefore first of all the angle between two effective dipole derivatives. Reading it as a bond angle to within a few degrees requires resolved bands, equivalent or nearly equivalent sites, no other ligand stretch of similar frequency to mix with, and an independent estimate of $\beta$ and of any out-of-plane component $\gamma$, so that their effects can be neglected or corrected.

## Computed values

```
Angle theta: 100.0 deg
CO force constant k: 1600 N/m; interaction k_int: 40 N/m
CO reduced mass: 6.8562 u
Dipole derivative p: 2.0 e = 96064094251.405 D/angstrom
Uncoupled CO wavenumber: 1990.2 cm^-1
Symmetric band: 2014.9 cm^-1
Antisymmetric band: 1965.1 cm^-1
cos(theta): -0.17365
Symmetric band strength, formula: 469.99 km/mol
Antisymmetric band strength, formula: 667.52 km/mol
Symmetric area, driven oscillators: 469.99 km/mol
Antisymmetric area, driven oscillators: 667.52 km/mol
tan^2(theta/2): 1.42028
Ratio from normal modes: 1.42028
Ratio from driven-oscillator areas: 1.42028
Angle recovered from the areas: 100.00 deg
Quantum harmonic ratio, absorption: 1.42028
Quantum harmonic ratio, dipole strength only: 1.45624
Morse anharmonic constant (input): 13.0 cm^-1
Anharmonic ratio, fundamentals: 1.42062
Anharmonic ratio, all transitions: 1.42028
Linewidths sym, antisym (input): 8, 12 cm^-1
Ratio of peak heights: 0.9400
Angle wrongly read from heights: 88.2 deg
Angle shift for +10 percent in ratio: 2.68 deg
Bond polarizability (input): 2.0 angstrom^3
M-C and C-O lengths (input): 1.85, 1.15 angstrom
Metal to CO midpoint L: 2.425 angstrom
Cross-flux beta from polarization: -0.0619
Ratio with mutual polarization: 1.8198
Apparent angle with polarization: 106.9 deg
Site difference (input): 10 cm^-1; mixing factor S: 0.9804
Ratio with unequal sites: 1.4103
Apparent angle, unequal sites: 99.80 deg
Mn fragment inputs: k_MC 250 N/m, bends 0.5e-18 J/rad^2
Mn fragment inputs: M-C derivative 0.5 e, CO dipole 0.1 e*angstrom
Masses Mn, C, O (input): 54.938, 12.000, 15.995 u
Mn fragment sym, antisym bands: 2067.0, 2019.1 cm^-1
Mn fragment ratio: 1.4145
Mn fragment apparent angle: 99.88 deg
Heavy-metal, weak-coupling ratio: 1.42027
Boltzmann factor of antisym level at 298 K: 7.58e-05
```
